# Negative surface stiffness does not by itself make a slab unstable: a numerical check

```python
"""
Result under test: a slab has in-plane stiffness K = M*h + 2*S per area.
M: bulk modulus for strain along [100], [010] held, faces free; h: thickness;
S: excess stiffness of one face. S < 0 is compatible with a stable slab, but
positive uniform stiffness alone does not exclude a short-wave instability.
Model: fcc (001) slab, Morse bonds, rough nickel regime. Lengths in nm,
energies in eV; stiffness per area in eV/nm^2, printed in N/m.
"""
import numpy as np
from scipy.constants import e as CHARGE, k as BOLTZMANN
from scipy.optimize import brentq, minimize_scalar

R0, DEPTH, ALPHA = 0.25, 0.7, 14.0
MISFIT, LAYERS, TEMPERATURE = 0.03, 8, 300.0
SPRING = 2 * DEPTH * ALPHA**2
HALF = R0 / np.sqrt(2)              # half cubic cell edge = layer spacing
AREA = R0**2                        # surface area per atom
TO_NM = CHARGE * 1e18               # eV/nm^2 to N/m


def morse(r, rest=R0):
    """Energy, first derivative and second derivative of one bond."""
    x = np.exp(-ALPHA * (r - rest))
    return (DEPTH * (x*x - 2*x), 2*DEPTH*ALPHA*(x - x*x),
            2*DEPTH*ALPHA**2*(2*x*x - x))


def build(n, half, heights, law, second=False):
    """List bonds with vector, 3x3 stiffness and force vector."""
    links = []
    for i in range(n):
        links += [(i, i, 1, 1), (i, i, 1, -1)]
        if i + 1 < n:
            links += [(i, i+1, 1, 0), (i, i+1, -1, 0),
                      (i, i+1, 0, 1), (i, i+1, 0, -1)]
        if second:
            links += [(i, i, 2, 0), (i, i, 0, 2)]
            if i + 2 < n:
                links += [(i, i+2, 0, 0)]
    bonds = []
    for i, j, mx, my in links:
        b = np.array([mx*half, my*half, heights[j] - heights[i]])
        r = np.linalg.norm(b)
        slope, curvature = law(i, j, r)
        unit = b / r
        along = np.outer(unit, unit)
        p = curvature*along + slope/r*(np.eye(3) - along)
        bonds.append((i, j, b, p, slope*unit))
    return bonds


def hessian(n, bonds, qx=0.0, qy=0.0):
    h = np.zeros((3*n, 3*n), complex)
    for i, j, b, p, _ in bonds:
        a, c = slice(3*i, 3*i+3), slice(3*j, 3*j+3)
        phase = np.exp(1j*(qx*b[0] + qy*b[1]))
        h[a, a] += p
        h[c, c] += p
        h[a, c] -= p*phase
        h[c, a] -= p*np.conj(phase)
    return h


def relaxed_stiffness(n, bonds, area=AREA, stretch=1.0):
    """3x3 stiffness for strains XX, YY and engineering shear XY."""
    direct = np.zeros((3, 3))
    coupling = np.zeros((3, 3*n))
    for i, j, b, p, _ in bonds:
        x, y = b[0]/stretch, b[1]/stretch
        modes = np.array([[x, 0, 0], [0, y, 0], [y/2, x/2, 0]])
        direct += modes @ p @ modes.T
        coupling[:, 3*j:3*j+3] += modes @ p
        coupling[:, 3*i:3*i+3] -= modes @ p
    inverse = np.linalg.pinv(hessian(n, bonds).real, rcond=1e-10)
    return (direct - coupling @ inverse @ coupling.T) / area


def lowest_phonon(n, bonds, half, mesh=12):
    """Lowest Hessian eigenvalue on a mesh without the zero wavevector."""
    low = np.inf
    for m1 in range(mesh):
        for m2 in range(mesh):
            if m1 or m2:
                t1, t2 = 2*np.pi*m1/mesh, 2*np.pi*m2/mesh
                h = hessian(n, bonds, (t1+t2)/(2*half), (t1-t2)/(2*half))
                low = min(low, np.linalg.eigvalsh(h)[0])
    return low


def spring_slab(n, g=1.0):
    """Unstressed springs; outer in-plane springs are multiplied by g."""
    def law(i, j, r):
        return 0.0, SPRING*(g if i == j and i in (0, n-1) else 1.0)
    return build(n, HALF, HALF*np.arange(n), law)


def second_difference(f, step=2e-3):
    return (-f(2*step) + 16*f(step) - 30*f(0.0) + 16*f(-step)
            - f(-2*step)) / (12*step**2)


# Bulk elastic constants from the twelve neighbours, independent of slabs.
neighbours = []
for u in (-HALF, HALF):
    for v in (-HALF, HALF):
        neighbours += [(u, v, 0), (u, 0, v), (0, u, v)]
neighbours = np.array(neighbours)
volume = 2*HALF**3
c11 = SPRING*np.sum(neighbours[:, 0]**4)/(2*volume*R0**2)
c12 = SPRING*np.sum(neighbours[:, 0]**2*neighbours[:, 1]**2)/(2*volume*R0**2)
modulus = c11 - c12**2/c11

# Excess stiffness from slabs, with two thickness conventions.
sizes = np.arange(4, 11)
slab_k = np.array([relaxed_stiffness(n, spring_slab(n))[0, 0] for n in sizes])
slope, intercept = np.polyfit(sizes*HALF, slab_k, 1)
slope_in, intercept_in = np.polyfit((sizes-1)*HALF, slab_k, 1)
s_plain, s_inner = intercept/2, intercept_in/2
assert np.allclose([slope, slope_in], modulus, rtol=1e-8)
assert np.allclose(slab_k, SPRING*(sizes/2 + (sizes-1)/4), rtol=1e-8)
assert np.isclose(s_plain, -SPRING/8, rtol=1e-6)
assert np.isclose(s_inner, SPRING/4, rtol=1e-6)
plain_phonon = lowest_phonon(LAYERS, spring_slab(LAYERS), HALF)
assert plain_phonon > 0


# Slab whose outer in-plane bonds prefer a shorter length.
def stressed_law(i, j, r):
    outer = i == j and i in (0, LAYERS-1)
    return morse(r, R0*(1-MISFIT) if outer else R0)[1:]


def slab_energy(ex, ey):
    """Nonlinear energy per surface cell, gap height minimised directly."""
    x, y = HALF*(1+ex), HALF*(1+ey)
    r = np.hypot(x, y)
    gap = minimize_scalar(
        lambda z: 2*morse(np.hypot(x, z))[0] + 2*morse(np.hypot(y, z))[0],
        bounds=(0.8*HALF, 1.2*HALF), method="bounded",
        options={"xatol": 1e-10}).fun
    return (2*(LAYERS-2)*morse(r)[0] + 4*morse(r, R0*(1-MISFIT))[0]
            + (LAYERS-1)*gap)


at_bulk = build(LAYERS, HALF, HALF*np.arange(LAYERS), stressed_law)
k_bulk_strain = relaxed_stiffness(LAYERS, at_bulk)[0, 0]
s_stressed = (k_bulk_strain - modulus*LAYERS*HALF)/2
_, outer_force, outer_curvature = morse(R0, R0*(1-MISFIT))
tau = outer_force/R0
s_formula = -SPRING/8 + (outer_curvature + tau - SPRING)/2
k_energy = second_difference(lambda t: slab_energy(t, 0.0))/AREA
k_log = second_difference(lambda t: slab_energy(np.expm1(t), 0.0))/AREA
step = 1e-4
tau_energy = (slab_energy(step, 0) - slab_energy(-step, 0))/(4*step*AREA)
assert np.isclose(s_stressed, s_formula, rtol=1e-7) and s_stressed < 0
assert np.isclose(k_energy, k_bulk_strain, rtol=1e-4)
assert np.isclose(tau_energy, tau, rtol=1e-4)
s_log = (k_log - modulus*LAYERS*HALF)/2
assert np.isclose(s_log - s_stressed, tau, rtol=1e-2)

# The slab's own equilibrium: total in-plane force vanishes.
self_strain = brentq(lambda t: (LAYERS-2)*morse(R0*(1+t))[1]
                     + 2*morse(R0*(1+t), R0*(1-MISFIT))[1],
                     -0.03, 0.0, xtol=1e-15)
linear_strain = -2*tau/(SPRING*LAYERS)
assert np.isclose(self_strain, linear_strain, rtol=0.1)  # leading order only
half_eq = HALF*(1+self_strain)
gap_eq = np.sqrt(R0**2 - half_eq**2)
at_rest = build(LAYERS, half_eq, gap_eq*np.arange(LAYERS), stressed_law)
matrix_eq = relaxed_stiffness(LAYERS, at_rest, stretch=1+self_strain)
k_eq = matrix_eq[0, 0]
uniform_eq = np.linalg.eigvalsh(matrix_eq)[0]
phonon_eq = lowest_phonon(LAYERS, at_rest, half_eq)
assert uniform_eq > 0 and phonon_eq > 0
factor = 1 + self_strain
for measure in (lambda t: t, np.expm1):
    value = second_difference(
        lambda t: slab_energy(factor*(1+measure(t))-1, self_strain))/AREA
    assert np.isclose(value, k_eq*factor**2, rtol=1e-4)

# Counterexample: soft outer layer, positive uniform stiffness, bad phonon.
soft = spring_slab(LAYERS, -1.0)
soft_matrix = relaxed_stiffness(LAYERS, soft)
soft_uniform = np.linalg.eigvalsh(soft_matrix)[0]
soft_phonon = lowest_phonon(LAYERS, soft, HALF)
soft_s = (soft_matrix[0, 0] - modulus*LAYERS*HALF)/2
soft_two = relaxed_stiffness(2, spring_slab(2, -1.0))[0, 0]
soft_three = relaxed_stiffness(3, spring_slab(3, -1.0))[0, 0]
soft_four = relaxed_stiffness(4, spring_slab(4, -1.0))[0, 0]
assert soft_two < 0 < soft_four and abs(soft_three) < 1e-8*SPRING
assert soft_uniform > 0 and soft_phonon < 0
trial = np.zeros(3*LAYERS)
trial[:2] = 1/np.sqrt(2)
trial_value = (trial @ hessian(LAYERS, soft, np.pi/(2*HALF),
                               np.pi/(2*HALF)) @ trial).real
assert np.isclose(trial_value, -3*SPRING, rtol=1e-10)
assert soft_phonon <= trial_value + 1e-8*SPRING
g_limit = brentq(lambda g: lowest_phonon(LAYERS, spring_slab(LAYERS, g), HALF),
                 -0.3, 0.0, xtol=1e-5)
s_limit = (relaxed_stiffness(LAYERS, spring_slab(LAYERS, g_limit))[0, 0]
           - modulus*LAYERS*HALF)/2
assert -0.25 <= g_limit < 0 and s_limit < 0

# Neglected second-neighbour bonds: relax bulk and slabs again.
r_second = minimize_scalar(
    lambda r: 6*morse(r)[0] + 3*morse(np.sqrt(2)*r)[0],
    bounds=(0.85*R0, 1.05*R0), method="bounded",
    options={"xatol": 1e-11}).x
half_second = r_second/np.sqrt(2)


def second_slab(n):
    heights = half_second*np.arange(n)
    for _ in range(30):
        bonds = build(n, half_second, heights,
                      lambda i, j, r: morse(r)[1:], True)
        gradient = np.zeros(n)
        for i, j, _b, _p, force in bonds:
            gradient[j] += force[2]
            gradient[i] -= force[2]
        if np.max(abs(gradient)) < 1e-10:
            break
        curvature = hessian(n, bonds).real[2::3, 2::3]
        heights = heights - np.linalg.pinv(curvature, rcond=1e-10) @ gradient
    assert np.max(abs(gradient)) < 1e-10
    area = 2*half_second**2
    stress = sum(force[0]*b[0] for _i, _j, b, _p, force in bonds)/(2*area)
    return relaxed_stiffness(n, bonds, area)[0, 0], stress


def second_bulk_energy(ex):
    x, y = half_second*(1+ex), half_second
    return minimize_scalar(
        lambda z: 2*morse(np.hypot(x, y))[0] + 2*morse(np.hypot(x, z))[0]
        + 2*morse(np.hypot(y, z))[0] + morse(2*x)[0] + morse(2*y)[0]
        + morse(2*z)[0], bounds=(0.8*half_second, 1.2*half_second),
        method="bounded", options={"xatol": 1e-10}).fun


k12, tau_second = second_slab(12)
k13, _ = second_slab(13)
layer_second = second_difference(second_bulk_energy)/(2*half_second**2)
assert np.isclose(k13-k12, layer_second, rtol=1e-3)
s_second = (k12 - 12*layer_second)/2

# Quasi-harmonic size of thermal expansion and bond softening.
trace = lambda r: morse(r)[2] + 2*morse(r)[1]/r
dr = 1e-5*R0
gruneisen = -(np.log(trace(R0+dr)) - np.log(trace(R0-dr)))*R0/(12*dr)
assert np.isclose(gruneisen, (3*ALPHA*R0-2)/6, rtol=1e-5)
bulk_modulus = (c11+2*c12)/3
thermal_strain = gruneisen*BOLTZMANN*TEMPERATURE/CHARGE/(bulk_modulus*volume)
thermal_softening = morse(R0*(1+thermal_strain))[2]/SPRING - 1


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("bond length r0", R0, "nm")
show("bond depth", DEPTH, "eV")
show("Morse inverse range", ALPHA, "1/nm")
show("preferred shortening of outer bonds", 100*MISFIT, "%")
print("number of layers:", LAYERS)
show("layer spacing d", HALF, "nm")
show("slab thickness N d", LAYERS*HALF, "nm")
show("bond stiffness k", SPRING*TO_NM, "N/m", 3)
show("C11", c11*CHARGE*1e18, "GPa", 1)
show("C12", c12*CHARGE*1e18, "GPa", 1)
show("bulk modulus M for this strain", modulus*CHARGE*1e18, "GPa", 1)
print("-- unstressed slab")
show("S with h = N d", s_plain*TO_NM, "N/m", 3)
show("S with h = (N-1) d", s_inner*TO_NM, "N/m", 3)
show("total K, eight layers", slab_k[sizes == LAYERS][0]*TO_NM, "N/m", 2)
show("critical thickness 2|S|/M", -2*s_plain/modulus, "nm")
show("lowest phonon stiffness / k", plain_phonon/SPRING)
print("-- slab with surface stress")
show("surface stress tau0", tau*TO_NM, "N/m", 3)
show("S, linear strain", s_stressed*TO_NM, "N/m", 3)
show("S, logarithmic strain", s_log*TO_NM, "N/m", 3)
show("bulk part M h", modulus*LAYERS*HALF*TO_NM, "N/m", 2)
show("surface part 2S", 2*s_stressed*TO_NM, "N/m", 2)
show("total K at bulk lattice", k_bulk_strain*TO_NM, "N/m", 2)
show("critical thickness 2|S|/M", -2*s_stressed/modulus, "nm")
show("self-strain, leading order", 100*linear_strain, "%")
show("self-strain, full", 100*self_strain, "%")
show("total K at slab equilibrium", k_eq*TO_NM, "N/m", 2)
show("change of K by self-strain", 100*(k_eq/k_bulk_strain-1), "%", 2)
show("lowest uniform stiffness", uniform_eq*TO_NM, "N/m", 2)
show("lowest phonon stiffness / k", phonon_eq/SPRING)
print("-- outer in-plane springs g k")
show("S at g=-1", soft_s*TO_NM, "N/m", 2)
show("K at g=-1, two layers", soft_two*TO_NM, "N/m", 2)
show("K at g=-1, four layers", soft_four*TO_NM, "N/m", 2)
show("K at g=-1, eight layers", soft_matrix[0, 0]*TO_NM, "N/m", 2)
show("lowest uniform stiffness at g=-1", soft_uniform*TO_NM, "N/m", 2)
show("trial phonon stiffness / k at g=-1", trial_value/SPRING)
show("lowest phonon stiffness / k at g=-1", soft_phonon/SPRING)
show("phonon threshold g on 12 by 12 mesh", g_limit)
show("S at phonon threshold", s_limit*TO_NM, "N/m", 2)
print("-- sizes of neglected effects")
show("bond length with second neighbours", r_second, "nm")
show("bulk K per layer, second neighbours", layer_second*TO_NM, "N/m", 2)
show("surface stress, second neighbours", tau_second*TO_NM, "N/m", 3)
show("S with second neighbours", s_second*TO_NM, "N/m", 3)
show("total K, 12 layers, second neighbours", k12*TO_NM, "N/m", 2)
show("temperature", TEMPERATURE, "K", 0)
show("Grueneisen parameter", gruneisen, "", 3)
show("thermal strain", 100*thermal_strain, "%", 3)
show("thermal change of bond stiffness", 100*thermal_softening, "%", 2)
print("finished without a failed check")
```

Printed output:

```
bond length r0: 0.2500 nm
bond depth: 0.7000 eV
Morse inverse range: 14.0000 1/nm
preferred shortening of outer bonds: 3.0000 %
number of layers: 8
layer spacing d: 0.1768 nm
slab thickness N d: 1.4142 nm
bond stiffness k: 43.964 N/m
C11: 248.7 GPa
C12: 124.3 GPa
bulk modulus M for this strain: 186.5 GPa
-- unstressed slab
S with h = N d: -5.495 N/m
S with h = (N-1) d: 10.991 N/m
total K, eight layers: 252.79 N/m
critical thickness 2|S|/M: 0.0589 nm
lowest phonon stiffness / k: 0.0594
-- slab with surface stress
surface stress tau0: 1.127 N/m
S, linear strain: -11.068 N/m
S, logarithmic strain: -9.941 N/m
bulk part M h: 263.78 N/m
surface part 2S: -22.14 N/m
total K at bulk lattice: 241.65 N/m
critical thickness 2|S|/M: 0.1187 nm
self-strain, leading order: -0.6410 %
self-strain, full: -0.6651 %
total K at slab equilibrium: 251.43 N/m
change of K by self-strain: 4.05 %
lowest uniform stiffness: 151.83 N/m
lowest phonon stiffness / k: 0.0587
-- outer in-plane springs g k
S at g=-1: -49.46 N/m
K at g=-1, two layers: -32.97 N/m
K at g=-1, four layers: 32.97 N/m
K at g=-1, eight layers: 164.86 N/m
lowest uniform stiffness at g=-1: 87.93 N/m
trial phonon stiffness / k at g=-1: -3.0000
lowest phonon stiffness / k at g=-1: -3.2832
phonon threshold g on 12 by 12 mesh: -0.1124
S at phonon threshold: -29.95 N/m
-- sizes of neglected effects
bond length with second neighbours: 0.2415 nm
bulk K per layer, second neighbours: 28.60 N/m
surface stress, second neighbours: 1.979 N/m
S with second neighbours: -4.059 N/m
total K, 12 layers, second neighbours: 335.10 N/m
temperature: 300 K
Grueneisen parameter: 1.417
thermal strain: 0.320 %
thermal change of bond stiffness: -3.32 %
finished without a failed check
```
